# The Aspect Ratio at Which a Supercell's Point-Charge Image Energy Vanishes

## Problem

A charged point defect is modelled in a periodic tetragonal supercell with sides $a,a,c$ and volume $\Omega=a^2c$. The defect is a point charge $qe$ in a medium of isotropic dielectric constant $\varepsilon$. A uniform background makes each cell neutral, and the potential is fixed by giving it zero average over the cell.

The image energy $E$ is the electrostatic energy per cell minus that of the same charge alone in the infinite medium. It is negative in a cubic cell. Stretch the cell along $c$ at fixed $\Omega$.

1. At which aspect ratio $s=c/a>1$ does $E$ pass through zero, and does this happen more than once?
2. Apply the result to the ionized donor Sb$^+$ in silicon, at the volume of the 216-atom cubic cell. Is the finite-size error gone at the zero?

**Convention.** Let $\phi$ be the periodic potential of unit charges and their background in vacuum, in units where a unit charge gives $1/r$:

$$\nabla^2\phi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big],\qquad \langle\phi\rangle=0 .$$

Removing the charge's own potential leaves $v=\lim_{r\to0}(\phi-1/r)$. The energy per cell is half the integral of charge density times potential. The background contributes nothing to it, because $\langle\phi\rangle=0$. Hence

$$E=\frac{kq^2}{2\varepsilon}\,v,\qquad k=\frac{e^2}{4\pi\epsilon_0}.$$

The correction to be added to a computed energy is $-E$. Since $v$ is an inverse length, $av$ depends on $s$ alone, so the zero cannot depend on $q$, $\varepsilon$ or $\Omega$.

## First estimate by scaling

In a long cell the charges form square planes of spacing $a$, separated by the larger distance $c$. Two terms compete.

**All planes, smeared.** Smear each plane, the charge's own included, into a sheet of density $1/a^2$. The potential then depends on $z$ alone. Between sheets, the background gives $\phi_0''=4\pi/(a^2c)$. Across a sheet the slope jumps by $-4\pi/a^2$, so by symmetry it is $-2\pi/a^2$ just above $z=0$. The solution with zero average is

$$\phi_0(z)=\frac{4\pi}{a^2}\Big(\frac{z^2}{2c}-\frac z2+\frac c{12}\Big),\quad 0\le z\le c,\qquad \phi_0(0)=\frac{\pi c}{3a^2}.$$

The average does vanish, since $c/6-c/4+c/12=0$. This term is positive and scales as $c/a^2$.

**The charge's own plane.** Smearing was wrong near the charge, because no other charge sits within its own area $a^2$. Replace that area by a disc of radius $b$, with $\pi b^2=a^2$. The smeared sheet inside the disc must be removed:

$$-\frac1{a^2}\int_0^b\frac{2\pi r\,dr}{r}=-\frac{2\pi b}{a^2}=-\frac{2\sqrt\pi}{a}\approx-\frac{3.545}{a}.$$

Adding the two terms gives $av\approx\pi s/3-2\sqrt\pi$, which vanishes at

$$s_{\rm est}=\frac{6}{\sqrt\pi}\approx3.39 .$$

## Exact solution

**Sum over planes.** Expand $\phi$ in plane waves along the plane, with wavevectors $G=2\pi g/a$, where $g$ is the length of an integer pair. The component $G=0$ is $\phi_0(z)$, found above. For $G\ne0$ the background drops out:

$$\phi_G''-G^2\phi_G=-\frac{4\pi}{a^2}\sum_n\delta(z-nc),\qquad
\phi_G(z)=\frac{2\pi}{a^2G}\sum_n e^{-G|z-nc|}.$$

The prefactor follows from the slope jump $-2G$ of $e^{-G|z|}$ at $z=0$.

At the site, the planes $n\neq0$ contribute a geometric series, $2\sum_{n\ge1}e^{-Gnc}=2/(e^{Gc}-1)$. Its prefactor is $2\pi/(a^2G)=1/(ag)$. The plane $n=0$, after removal of $1/r$, gives $M/a$ with a pure number $M$. Therefore

$$av=f(s)=\frac{\pi s}{3}+M+\sum_{g\neq0}\frac{2/g}{e^{2\pi gs}-1}.$$

**The constant $M$.** The components $G\neq0$ of one plane are the potential of that plane with a uniform sheet subtracted. With $a=1$, this is a sum over square patches, each holding a point charge minus its uniform patch. Consider it for a general power $r^{-2t}$:

$$D(t)=\sum_{\mathbf R\ne0}\int_{\text{patch }\mathbf R}\big(R^{-2t}-r^{-2t}\big)d^2r-\int_{\text{central patch}}r^{-2t}d^2r ,\qquad M=D(\tfrac12).$$

The terms of the first sum fall as $R^{-2t-2}$, so it converges and is analytic for $t>0$. For $t>1$ it equals $\sum_{\mathbf R\neq0}R^{-2t}$ minus the integral outside the central patch. If the patch boundary is at $r=\rho(\theta)$, that outside integral is

$$\int d\theta\,\frac{\rho^{2-2t}}{2t-2}.$$

For $t<1$ the central integral is the same expression with denominator $2-2t$, which is minus the continuation of the outside one. The two cancel in $D$. Thus $D(t)$, for $0<t<1$, is the analytic continuation of the plain lattice sum.

That sum factorizes. The number of integer pairs with $i^2+j^2=n$ is $4\sum_{d|n}\chi(d)$, where $\chi(d)=1,-1$ for $d=1,3$ modulo 4 and zero for even $d$. Writing $n=dm$ gives

$$\sum_{\mathbf R\neq0}R^{-2t}=4\sum_{m}m^{-t}\sum_d\chi(d)d^{-t}=4\zeta(t)\beta(t),$$

with $\zeta$ the Riemann function and $\beta$ the Dirichlet beta function. At $t=\tfrac12$,

$$M=4\zeta(\tfrac12)\beta(\tfrac12)=-3.9002649 .$$

**Locating the zero.** Summing the series for $f$ numerically gives the following values. The last column is $v\Omega^{1/3}=s^{1/3}f$, the quantity that measures $E$ at fixed volume.

| $s$ | $av$ | $v\Omega^{1/3}$ |
|---|---|---|
| 1.0 | −2.8373 | −2.8373 |
| 2.0 | −1.8058 | −2.2752 |
| 3.0 | −0.7587 | −1.0942 |
| 3.7 | −0.025634 | −0.0396 |
| 3.8 | +0.079086 | +0.1234 |
| 5.0 | +1.3357 | +2.2841 |

The sign changes between 3.7 and 3.8. Linear interpolation of $av$ gives

$$s_0=3.7+0.1\,\frac{0.025634}{0.025634+0.079086}=3.7245 .$$

Interpolation works this well because the exponential sum is tiny here and $f$ is nearly a straight line. Dropping that sum gives

$$s_0\simeq-\frac{3M}{\pi}=-\frac{12}{\pi}\,\zeta(\tfrac12)\beta(\tfrac12)=3.72448 .$$

The largest dropped terms are the four with $g=1$. They add about $8e^{-2\pi s_0}$ to $f$, whose slope is $\pi/3$, and so lower the root by $(24/\pi)e^{-2\pi s_0}\approx5\times10^{-10}$.

**There is one zero for $s\ge1$.** The derivative is

$$f'(s)=\frac\pi3-4\pi\sum_{g\ne0}\frac{e^{2\pi gs}}{(e^{2\pi gs}-1)^2}.$$

Each subtracted term decreases with $s$, so $f'$ increases. Its value at $s=1$ follows from symmetry. Small logarithmic strains $\lambda_x,\lambda_y,\lambda_z$ of a cube can change $v$ to first order only in proportion to $\lambda_x+\lambda_y+\lambda_z$, which is zero at fixed volume. Hence $s^{1/3}f$ is stationary at $s=1$:

$$\tfrac13f(1)+f'(1)=0,\qquad f'(1)=\frac{2.8373}{3}=0.946>0 .$$

So $f$ rises throughout $s\ge1$, from a negative value to arbitrarily large positive ones, and crosses zero once.

**The flattened cell.** For $s<1$ the nearest images lie along the short side $c$, and their repulsion can outweigh the background. A numerical root search between $s=0.1$ and $0.9$ finds a zero at $s=0.2402$. How $v$ divides into causes depends on how the sum is split. In the plane sum, in units of $\Omega^{-1/3}$, the own-plane term falls from $-3.90$ in the cube to $-6.05$ at $s_0$, although its images come closer; the zero of the long cell is reached because the sheet term rises from $1.05$ to $6.05$.

## Comparison of the two

The estimate 3.39 lies 9% below 3.7245. Both calculations contain the same sheet term, so the difference comes from the own-plane constant, $-3.545$ against $-3.900$.

The disc is not to blame for its shape: a central square patch gives $-4\ln(1+\sqrt2)=-3.525$, almost the same. The missing part comes from the other patches. To leading order, the average of $1/r$ over a unit square exceeds its central value by $\tfrac1{24}\nabla^2(1/r)=1/(24r^3)$, with the Laplacian taken in the plane. Each distant point charge therefore repels slightly less than its background patch attracts, which makes $M$ more negative.

## Sb$^+$ in silicon

Take rough typical values: lattice constant $a_0=0.543$ nm and $\varepsilon=11.7$. With $k=1.43996$ eV nm and $q=1$, the prefactor $kq^2/2\varepsilon$ is $0.06154$ eV nm. The 216-atom cube has side $3a_0=1.629$ nm and volume $4.323$ nm$^3$, so

$$E_{\rm cube}=0.06154\times\frac{-2.8373}{1.629}=-0.107\ \text{eV}.$$

At this volume $E$ is $-0.086$, $-0.041$, $+0.017$ and $+0.086$ eV for $s=2,3,4,5$. At the zero, $a=(4.323/3.7245)^{1/3}=1.051$ nm and $c=3.914$ nm. Since $f=0$ there, the change of $a$ with $s$ does not enter the slope:

$$\frac{dE}{ds}=\frac{kq^2}{2\varepsilon}\frac{\pi}{3a}=0.0613\ \text{eV}.$$

The crystal does not permit every $s$. Lateral sides along the face diagonals have the repeat $a_0/\sqrt2$. A $3\times3\times6$ cell of this kind has the volume $27a_0^3$ of the cube, again 216 atoms, with $s=2.828$ and $E=-0.050$ eV. The $3\times3\times8$ cell has 288 atoms, $s=3.771$ and $E=+0.0026$ eV.

**What remains at the zero.** Let the charge be a Gaussian of standard deviation $\sigma$ per axis, and let $1/\varepsilon(G)=1/\varepsilon+\kappa G^2+\dots$, where $G$ is now a three-dimensional wavevector. Relative to the point-charge model, the interaction changes by

$$F(G)=\frac{4\pi}{G^2}\Big[\frac{e^{-\sigma^2G^2}}{\varepsilon(G)}-\frac1\varepsilon\Big],\qquad F(0)=4\pi\Big(\kappa-\frac{\sigma^2}{\varepsilon}\Big).$$

Take the sum of $F$ over all $\mathbf G$, divided by $\Omega$, and subtract the isolated integral $\int F\,d^3G/(2\pi)^3$. Each diverges at large $G$, through the self-energy of the point charge, but with a common smooth cutoff the divergence cancels in the difference. By Poisson summation this difference is the sum of the real-space form of $F$ over the lattice vectors $\mathbf R\ne0$, which is negligible if $F$ is short-ranged in real space. The periodic sum lacks $G=0$, which leaves $-F(0)/\Omega$:

$$\Delta E=\frac{kq^2}{2\varepsilon}\,\frac{4\pi(\sigma^2-\varepsilon\kappa)}{\Omega}.$$

This is independent of shape at fixed volume only while the charge is narrow compared with the shortest side. With the screening model below it holds for $\sigma=0.1$ nm, but at $\sigma=0.35$ nm the full sum gives 17.9 meV in the cube and 13.8 meV at $s_0$, where $a=1.05$ nm. An assumed $\sigma=0.1$ nm gives $+1.8$ meV. For the screening, take the model

$$\varepsilon(G)=1+\Big[\frac1{\varepsilon-1}+\frac{G^2}{Q^2}\Big]^{-1},\qquad Q^2=\frac{4k_F}{\pi a_B},$$

where $a_B$ is the Bohr radius and $k_F$ is the Fermi wavevector of a uniform gas with silicon's 32 valence electrons per $a_0^3$. Expansion gives $\kappa=(1-1/\varepsilon)^2/Q^2=0.00192$ nm$^2$ and a shift of $-4.0$ meV. With this model and this $\sigma$, the two effects together move the zero to $s=3.76$. They would cancel at $\sigma=\sqrt{\varepsilon\kappa}=0.15$ nm, so even the direction of the shift depends on the assumed width.

Elasticity adds a further cost. If the defect would expand the cell by $\Delta V$, the energy gained by a free volume strain $\theta$ is $B\Delta V\theta-\tfrac12B\Omega\theta^2$. Its maximum, at $\theta=\Delta V/\Omega$, is $B(\Delta V)^2/2\Omega$, and a fixed cell forgoes it. A rough bulk modulus $B=98$ GPa and an assumed $\Delta V=0.01$ nm$^3$ give 7 meV. This is the cost relative to a cell free to change its volume, not relative to the isolated defect. In an isotropic medium the free cell has an elastic image error of its own, of opposite sign, so the elastic error of the fixed cell is smaller than 7 meV there. Silicon is elastically anisotropic, so its elastic error also depends on the shape and orientation of the cell.

**Beside the real material.** The lattice constant and $\varepsilon$ are typical of silicon; $\sigma$ and $\Delta V$ are assumptions. One donor per $4.323$ nm$^3$ is $2.3\times10^{20}$ cm$^{-3}$, far above moderate doping and above the metal-insulator transition: with the radius estimated below, the cube root of the density times the radius is about 1.3, against Mott's value of about 0.26. The assumption that fails most clearly is isolation of the neutral donor, needed for an ionization energy. With a rough isotropic mass of $0.3$ electron masses, its effective Bohr radius is $\varepsilon a_B/0.3=2.06$ nm, about twice the short side of the cell. The real valleys are anisotropic: with typical masses 0.19 and 0.916, effective-mass theory gives radii of about 2.4 nm across a valley axis and 1.4 nm along it, and the extra binding at the Sb core shrinks them further. The resulting overlap error is not contained in $E$ and is not computed here. Nor is the alignment of the potential between the defect cell and the perfect crystal.

The finite-size error is therefore not gone at $s_0$. What vanishes is its point-charge part. For Sb$^+$ itself, the terms from charge width, screening and elasticity in general remain. An ionization energy also contains the overlap of the neutral donors: their effective-mass radii, about 1.4 to 2.4 nm depending on direction, exceed the short side here, 1.05 nm, and are comparable with the side of the cube, 1.63 nm.
